# Tracer Correlation Factors for Vacancy Diffusion in Cubic Lattices

A labelled atom, the tracer, diffuses in a crystal of otherwise identical atoms. It can move only when a vacancy is next to it and the two exchange places. The crystal is simple cubic (sc), body-centred cubic (bcc) or face-centred cubic (fcc). Each site has \(z\) nearest neighbours, reached by the jump vectors \(\mathbf s\), all of length \(s\). At every step a vacancy exchanges with one of its \(z\) neighbours, chosen with equal probability \(1/z\), whether or not that neighbour is the tracer. Vacancies are so dilute that they do not influence each other.

The correlation factor compares the tracer's mean square displacement after many jumps with that of a walk having equally many independent jumps:

\[
f=\frac{\langle R^2\rangle}{\langle n\rangle s^2}.
\]

If the tracer jumps at rate \(\nu\), then \(\langle R^2\rangle=f\nu\tau s^2\) after a long time \(\tau\). Since \(\langle R^2\rangle=6D\tau\) in three dimensions, \(D=f\nu s^2/6\). All quantities computed below are dimensionless, and positions are integer vectors, with jumps of type (100) for sc, (111) for bcc and (110) for fcc.

## (a) From successive jumps to the correlation factor

**Question.** Let \(H(\mathbf s'|\mathbf s)\) be the probability that, after a tracer jump \(\mathbf s\), the same vacancy returns and makes the tracer jump next by \(\mathbf s'\). Define

\[
t=\sum_{\mathbf s'}H(\mathbf s'|\mathbf s)\cos(\mathbf s,\mathbf s').
\]

Express \(f\) through \(t\).

**Solution.** The probabilities \(H\) sum to the return probability \(p\), which is less than one in an infinite three-dimensional crystal. A vacancy that never returns thus contributes zero to \(t\); the mean is not conditioned on return.

The mean next jump is \(\mathbf m=\sum_{\mathbf s'}H(\mathbf s'|\mathbf s)\,\mathbf s'\). A rotation about \(\mathbf s\) that maps the lattice onto itself leaves the situation after the jump unchanged, so it must leave \(\mathbf m\) unchanged. Such an axis is fourfold for (100), threefold for (111) and twofold for (110). In each case only vectors along the axis are invariant, so \(\mathbf m\) is parallel to \(\mathbf s\). Its component follows from \(\mathbf m\cdot\mathbf s=s^2\sum H\cos(\mathbf s,\mathbf s')=s^2t\), hence

\[
\mathbf m=t\,\mathbf s .
\]

All jump vectors are equivalent by symmetry, so \(t\) and \(p\) do not depend on \(\mathbf s\).

Call all exchanges of the tracer with one vacancy an encounter. Number them \(i=1,2,\dots\), and set \(\mathbf s_i=0\) if the \(i\)-th exchange does not occur. After each exchange the local arrangement is fixed by the last jump alone. Averaging one jump at a time therefore gives

\[
\langle\mathbf s_{i+2}|\mathbf s_i\rangle
=\langle t\,\mathbf s_{i+1}|\mathbf s_i\rangle=t^2\mathbf s_i,
\qquad
\langle\mathbf s_{i+k}|\mathbf s_i\rangle=t^k\mathbf s_i .
\]

The first exchange defines the encounter, and each further one requires a return. The \(i\)-th exchange thus occurs with probability \(p^{i-1}\), and \(\langle s_i^2\rangle=p^{i-1}s^2\). The square of the total displacement of the encounter has the mean

\[
\begin{aligned}
\langle R_{\rm enc}^2\rangle
&=\sum_i\langle s_i^2\rangle+2\sum_i\sum_{k\ge1}\langle\mathbf s_i\cdot\mathbf s_{i+k}\rangle\\
&=s^2\sum_{i\ge1}p^{i-1}\Bigl(1+2\sum_{k\ge1}t^k\Bigr)
=\frac{s^2}{1-p}\Bigl(1+\frac{2t}{1-t}\Bigr).
\end{aligned}
\]

The series converges because \(|t|\le\sum H=p<1\). The mean number of exchanges is \(\sum_i p^{i-1}=1/(1-p)\).

To leading order in the vacancy concentration, a new vacancy arrives from a direction unrelated to the earlier jumps. Displacements in different encounters are then uncorrelated, and both \(\langle R^2\rangle\) and \(\langle n\rangle\) are proportional to the number of encounters. That number and the factor \(1/(1-p)\) cancel:

\[
\boxed{f=1+\frac{2t}{1-t}=\frac{1+t}{1-t}}
\]

If the next jump had no preferred direction, \(t=0\) and \(f=1\). If the tracer were nearly always returned to its previous site, \(t\to-1\) and \(f\to0\).

The derivation has not used equal exchange probabilities for tracer and host. An impurity with its own exchange rate keeps this form if the symmetry holds, but its \(H\) differs from the one found next. If a crystal has inequivalent jumps, one number \(t\) is in general not enough.

## (b) The return of the vacancy

**Question.** Express \(H(\mathbf s'|\mathbf s)\) through the Green function \(G(\mathbf x)\), the expected number of visits of a free vacancy walk to the site at displacement \(\mathbf x\) from its start. The start counts as a visit.

**Solution.** A visit to \(\mathbf x\) is either the start itself or follows a step from a neighbour of \(\mathbf x\). Therefore

\[
G(\mathbf x)=\delta_{\mathbf x,0}+\frac1z\sum_{\mathbf a}G(\mathbf x-\mathbf a),
\]

where \(\mathbf a\) runs over the jump vectors. In Fourier space a shift by \(\mathbf a\) becomes a factor \(e^{-i\mathbf k\cdot\mathbf a}\). Since jumps occur in opposite pairs, the sum of these factors is real, and

\[
G(\mathbf x)=\int_{\rm BZ}\frac{\cos\mathbf k\cdot\mathbf x}{1-\lambda(\mathbf k)},
\qquad
\lambda(\mathbf k)=\frac1z\sum_{\mathbf a}\cos\mathbf k\cdot\mathbf a .
\]

The integral is the average over the Brillouin zone. Near \(\mathbf k=0\) the integrand grows as \(1/k^2\), which is integrable in three dimensions. The solution chosen is the one that vanishes at large distance.

Now place the tracer at the origin. It has just jumped by \(\mathbf s\) into the vacancy's site, so the vacancy occupies the tracer's old site, at \(-\mathbf s\). Until the next exchange the tracer stands still and the vacancy walks freely. The walk of interest ends when the vacancy steps onto the origin.

Let \(G_0(\mathbf x,\mathbf y)\) be the expected number of visits to \(\mathbf y\), starting from \(\mathbf x\ne0\), before the origin is reached. Let \(h(\mathbf x)\) be the probability that the origin is ever reached. Visits of the free walk to \(\mathbf y\) occur either before or after the first arrival at the origin:

\[
G(\mathbf y-\mathbf x)=G_0(\mathbf x,\mathbf y)+h(\mathbf x)G(\mathbf y).
\]

For \(\mathbf y=0\) the first term on the right is zero, and \(G(-\mathbf x)=G(\mathbf x)\), so \(h(\mathbf x)=G(\mathbf x)/G(0)\). Thus

\[
G_0(\mathbf x,\mathbf y)=G(\mathbf y-\mathbf x)-\frac{G(\mathbf x)G(\mathbf y)}{G(0)} .
\]

A vacancy at \(\mathbf s'\) steps onto the tracer site with probability \(1/z\), and the tracer then moves by \(+\mathbf s'\). This ends the walk, so the chances from successive visits add:

\[
H(\mathbf s'|\mathbf s)=\frac{G_0(-\mathbf s,\mathbf s')}{z}
=\frac1z\left[G(\mathbf s+\mathbf s')-\frac{G(\mathbf s)G(\mathbf s')}{G(0)}\right].
\]

The equation for \(G\) at \(\mathbf x=0\), with all \(z\) neighbours equivalent, reads \(G(0)=1+G(\mathbf s)\). The return probability is therefore

\[
p=h(-\mathbf s)=\frac{G(0)-1}{G(0)}=1-\frac1{G(0)} .
\]

The mean number of exchanges per encounter, \(1/(1-p)\), equals \(G(0)\).

## (c) The mean cosine for each lattice

**Question.** Reduce \(t\) to a few values of \(G\) for sc, bcc and fcc.

**Solution.** The product \(G(\mathbf s)G(\mathbf s')\) has the same value for every \(\mathbf s'\). Opposite jump vectors have opposite cosines, so \(\sum_{\mathbf s'}\cos(\mathbf s,\mathbf s')=0\), and this term drops out:

\[
t=\frac1z\sum_{\mathbf s'}\cos(\mathbf s,\mathbf s')\,G(\mathbf s+\mathbf s').
\]

By symmetry \(G\) does not change when coordinates are permuted or change sign.

For sc take \(\mathbf s=(100)\). The reverse jump has cosine \(-1\) and \(\mathbf s+\mathbf s'=0\). The four perpendicular jumps contribute nothing. The forward jump has cosine \(+1\) and \(\mathbf s+\mathbf s'=(200)\). Hence

\[
t_{\rm sc}=\frac{-G(000)+G(200)}6 .
\]

For bcc take \(\mathbf s=(111)\). Reversing three, two, one or no signs in \(\mathbf s'\) gives 1, 3, 3 and 1 vectors. Their cosines are \(-1,-\tfrac13,\tfrac13,1\), and \(\mathbf s+\mathbf s'\) is of type (000), (200), (220), (222). The factors \(3\times\tfrac13\) equal one:

\[
t_{\rm bcc}=\frac{-G(000)-G(200)+G(220)+G(222)}8 .
\]

For fcc take \(\mathbf s=(110)\). There are 1, 4, 2, 4 and 1 vectors with cosines \(-1,-\tfrac12,0,\tfrac12,1\). The corresponding \(\mathbf s+\mathbf s'\) are of type (000), (110), (200), (211), (220). The factors \(4\times\tfrac12\) equal two:

\[
t_{\rm fcc}=\frac{-G(000)-2G(110)+2G(211)+G(220)}{12}.
\]

## (d) Numerical values

**Question.** Evaluate \(f\) for the three lattices, and find how much of the effect comes from immediate back-jumps.

**Solution.** The Brillouin-zone integrals are evaluated on midpoint grids and extrapolated to zero spacing. They give

| Lattice | Green functions |
|---|---|
| sc | \(G(000)=1.516386,\ G(200)=0.257336\) |
| bcc | \(G(000)=1.393204,\ G(200)=0.290901\) |
| | \(G(220)=0.229599,\ G(222)=0.190927\) |
| fcc | \(G(000)=1.344661,\ G(110)=0.344661\) |
| | \(G(211)=0.195467,\ G(220)=0.170889\) |

Insertion in the formulas of part (c) gives

\[
\begin{aligned}
t_{\rm sc}&=-1.259050/6=-0.209842,\\
t_{\rm bcc}&=-1.263579/8=-0.157947,\\
t_{\rm fcc}&=-1.472160/12=-0.122680 .
\end{aligned}
\]

The correlation factors are then

\[
\begin{aligned}
f_{\rm sc}&=0.790158/1.209842=0.653,\\
f_{\rm bcc}&=0.842053/1.157947=0.727,\\
f_{\rm fcc}&=0.877320/1.122680=0.781 .
\end{aligned}
\]

In this model they depend on the lattice alone. Temperature changes the jump rate \(\nu\), but not \(f\).

The entry probabilities show the bias directly. In fcc the vacancy returns with probability \(p=0.256\). It reverses the tracer's jump with probability

\[
H(-\mathbf s|\mathbf s)=\frac1{12}\left[1.344661-\frac{(0.344661)^2}{1.344661}\right]=0.1047,
\]

whereas a repeated jump in the same direction has probability 0.0069. An independent calculation follows the absorbing walk in finite boxes and extrapolates to infinite size. It reproduces the three values of \(t\) to within \(10^{-5}\).

An immediate back-jump has probability \(1/z\) and cosine \(-1\). Keeping this process alone gives \(t=-1/z\) and

\[
f\approx\frac{1-1/z}{1+1/z}=\frac{z-1}{z+1},
\]

which is 0.714, 0.778 and 0.846 for sc, bcc and fcc. These values are too high by 0.061, 0.051 and 0.065. The longer paths add \(t+1/z=-0.043\), \(-0.033\) and \(-0.039\), so on balance they also send the tracer backwards.

In fcc part of this comes from two-step returns. Four neighbours of the tracer at cosine \(-\tfrac12\) are also neighbours of the vacancy's starting site. The vacancy can step to one of them and then onto the tracer site, which contributes \(4\times(-\tfrac12)/12^2=-0.014\). In sc and bcc no two neighbours of the tracer are neighbours of each other, so there is no two-step return.

## (e) One vacancy in a periodic cell

**Question.** A simulation uses a cubic periodic cell with \(N\) sites and one vacancy. How does its mean cosine \(t_N\) differ from \(t\) when \(N\) is large?

**Solution.** In a finite cell the vacancy returns with certainty. Let \(w(\mathbf y)\) be the expected number of visits to \(\mathbf y\) before it does so, with \(w(0)=0\). At sites other than the origin, \(w\) obeys the visit equation with a source at \(-\mathbf s\). At the origin, the neighbours deliver a total arrival probability of one. Both statements are contained in

\[
w(\mathbf y)-\frac1z\sum_{\mathbf a}w(\mathbf y-\mathbf a)=\delta_{\mathbf y,-\mathbf s}-\delta_{\mathbf y,0}.
\]

With \(w_{\mathbf k}=\sum_{\mathbf y}w(\mathbf y)e^{-i\mathbf k\cdot\mathbf y}\), this gives \(w_{\mathbf k}=(e^{i\mathbf k\cdot\mathbf s}-1)/(1-\lambda)\) for \(\mathbf k\ne0\). The component at \(\mathbf k=0\) adds a constant to \(w\), which cancels in the cosine sum. Hence

\[
t_N=\frac1{zN}\sum_{\mathbf k\ne0}\sum_{\mathbf s'}\cos(\mathbf s,\mathbf s')\,
\frac{e^{i\mathbf k\cdot\mathbf s'}(e^{i\mathbf k\cdot\mathbf s}-1)}{1-\lambda}.
\]

Pairing \(\mathbf s'\) with \(-\mathbf s'\) replaces \(e^{i\mathbf k\cdot\mathbf s'}\) by \(i\sin\mathbf k\cdot\mathbf s'\), which is odd in \(\mathbf k\). The sum over \(\mathbf k\) then keeps only the odd part \(i\sin\mathbf k\cdot\mathbf s\) of the other factor, and \(i^2=-1\). Averaging over the \(z\) equivalent choices of \(\mathbf s\), with \(\hat{\mathbf s}=\mathbf s/s\), yields

\[
t_N=-\frac1N\sum_{\mathbf k\ne0}F(\mathbf k),\qquad
F=\frac{\bigl|\sum_{\mathbf s}\hat{\mathbf s}\sin\mathbf k\cdot\mathbf s\bigr|^2}{z^2(1-\lambda)} .
\]

For an infinite cell the sum becomes the zone average, \(t=-\int_{\rm BZ}F\). Cubic symmetry gives \(\sum_{\mathbf s}s_\alpha s_\beta=zs^2\delta_{\alpha\beta}/3\). At small \(k\) the vector sum is therefore \(zs\mathbf k/3\), and \(1-\lambda\approx s^2k^2/6\), so

\[
F\to\frac{s^2k^2/9}{s^2k^2/6}=\frac23 .
\]

The finite sum lacks this one point. Treating the completed sum as the integral gives the leading estimate

\[
t_N-t\approx\frac{2}{3N}.
\]

| Lattice | \(N\) | \(t_N-t\) | \(2/(3N)\) |
|---|---|---|---|
| sc | 1728 | 0.000399 | 0.000386 |
| bcc | 432 | 0.001461 | 0.001543 |
| fcc | 864 | 0.000760 | 0.000772 |

The estimate differs from the computed shift by about 3%, 6% and 2% of that shift for sc, bcc and fcc. In the cell \(p=1\) and the encounter never ends, but \(\langle\mathbf s_{i+k}|\mathbf s_i\rangle=t_N^k\mathbf s_i\) still holds, with \(|t_N|<1\) because the next jump is not certain to be a reversal or a repeat. After \(n\) jumps \(\langle R^2\rangle=ns^2\bigl[1+2\sum_{k=1}^{n-1}(1-k/n)t_N^k\bigr]\), so for large \(n\) the simulated factor is \((1+t_N)/(1-t_N)\). Since \(df/dt=2/(1-t)^2>0\), the positive shift makes \(f\) too large by about \(4/[3(1-t)^2N]\), that is \(0.911/N\), \(0.994/N\) and \(1.058/N\) for sc, bcc and fcc, when displacements are measured relative to the lattice. Most of this is a drift of all atoms together. The displacements of the \(N-1\) atoms add up to minus that of the vacancy, so after \(m\) vacancy steps their centre of mass has mean square displacement \(ms^2/(N-1)^2\), while each atom has made \(m/(N-1)\) jumps on average. A simulation that measures displacements relative to the centre of mass of the atoms therefore obtains \((1+t_N)/(1-t_N)-1/(N-1)\). Its shift at large \(N\) is only about \(-0.089/N\), \(-0.006/N\) and \(+0.058/N\), so for sc and bcc the sign is reversed. The periodic images of the vacancy move in step, so this shift is not the concentration dependence of a real crystal.

The cell also permits a test of part (a) that does not assume \(\langle\mathbf s_{i+k}|\mathbf s_i\rangle=t^k\mathbf s_i\). Weight each tracer displacement \(\Delta x\) by \(e^{iq\Delta x}\) in the transition matrix of the vacancy relative to the tracer. For small \(q\) its largest eigenvalue is \(\Lambda\approx1-q^2\langle\Delta x^2\rangle/2\), where \(\langle\Delta x^2\rangle\) is the long-time growth of the tracer's mean square displacement along \(x\) per vacancy step. The vacancy is equally likely to be on any of the \(N-1\) other sites, so the tracer jumps once in \(N-1\) steps on average. Therefore

\[
f_N=\frac{6(N-1)(1-\Lambda)}{q^2s^2}.
\]

For sc with \(N=216\), bcc with \(N=54\) and fcc with \(N=108\), this gives 0.6581, 0.7430 and 0.7907. The expression \((1+t_N)/(1-t_N)\) gives the same values to these digits.

## Calculated quantities

```
All quantities are dimensionless; s+s' in integer coordinates
sc: z = 6, G(0) = exchanges per encounter = 1.516386
  cos -1.0000, count 1, s+s' (0, 0, 0): G = 1.516386, H per site = 0.223423
  cos +0.0000, count 4, s+s' (1, 1, 0): G = 0.331149, H per site = 0.025883
  cos +1.0000, count 1, s+s' (2, 0, 0): G = 0.257336, H per site = 0.013581
  return probability p = 0.340537
  mean cosine t: Green functions -0.209842, explicit walk -0.209843
  correlation factor f = 0.65311
  immediate back-jumps only, (z-1)/(z+1) = 0.71429
  periodic cell N = 216: t_N = -0.206201, (1+t_N)/(1-t_N) = 0.65810
  same cell, f from diffusion eigenvalue = 0.65810
  cell N = 1728: t_N - t = 0.000399, 2/(3N) = 0.000386
bcc: z = 8, G(0) = exchanges per encounter = 1.393204
  cos -1.0000, count 1, s+s' (0, 0, 0): G = 1.393204, H per site = 0.160279
  cos -0.3333, count 3, s+s' (2, 0, 0): G = 0.290901, H per site = 0.022491
  cos +0.3333, count 3, s+s' (2, 2, 0): G = 0.229599, H per site = 0.014828
  cos +1.0000, count 1, s+s' (2, 2, 2): G = 0.190927, H per site = 0.009994
  return probability p = 0.282230
  mean cosine t: Green functions -0.157947, explicit walk -0.157941
  correlation factor f = 0.72719
  immediate back-jumps only, (z-1)/(z+1) = 0.77778
  periodic cell N = 54: t_N = -0.147443, (1+t_N)/(1-t_N) = 0.74301
  same cell, f from diffusion eigenvalue = 0.74301
  cell N = 432: t_N - t = 0.001461, 2/(3N) = 0.001543
fcc: z = 12, G(0) = exchanges per encounter = 1.344661
  cos -1.0000, count 1, s+s' (0, 0, 0): G = 1.344661, H per site = 0.104693
  cos -0.5000, count 4, s+s' (1, 1, 0): G = 0.344661, H per site = 0.021360
  cos +0.0000, count 2, s+s' (2, 0, 0): G = 0.229936, H per site = 0.011799
  cos +0.5000, count 4, s+s' (2, 1, 1): G = 0.195467, H per site = 0.008927
  cos +1.0000, count 1, s+s' (2, 2, 0): G = 0.170889, H per site = 0.006879
  return probability p = 0.256318
  mean cosine t: Green functions -0.122680, explicit walk -0.122679
  correlation factor f = 0.78145
  immediate back-jumps only, (z-1)/(z+1) = 0.84615
  periodic cell N = 108: t_N = -0.116863, (1+t_N)/(1-t_N) = 0.79073
  same cell, f from diffusion eigenvalue = 0.79073
  cell N = 864: t_N - t = 0.000760, 2/(3N) = 0.000772
```
